Four-phonon scattering, the T² law, and the fit to κ(T)

**Question**

I am trying to understand why the lattice thermal conductivity κ of a semiconductor falls faster than 1/T well above room temperature. I am told that four-phonon scattering does it, with a rate that grows as T² at high temperature if frequencies and force constants are held fixed.

My counting gives something else. For one phonon splitting into three, the Bose factors are (1+n₁)(1+n₂)(1+n₃) for the loss and n₁n₂n₃ for the gain. At high temperature every n is about k_BT/ħω, so both products grow as T³. Where does T² come from, and does it also hold when phonons are absorbed?

My second problem is the fit. If the total rate is aT + bT², then 1/(κT) should be a straight line in T, and its slope should give b/a. Can I trust that for a germanium-like crystal between 300 and 700 K?

**Answer**

Your two products do grow as T³, but the relaxation rate contains their difference, and the T³ parts cancel. The fit needs more care, because b/a generally differs from mode to mode.

**The golden-rule rate**

Let Q be mass-weighted normal coordinates, and let Φ be the third or fourth derivatives of the potential energy with respect to them. Factors of 1/N and crystal-momentum selection sit inside Φ. The quartic energy and the coordinate operators are

U₄ = (1/24) Σ Φ_ijkl Q_i Q_j Q_k Q_l

Q = √(ħ/2ω) (a + a†)

For four different modes, the 24 orderings of the product cancel the 1/24. The squared matrix element is therefore

|M|² = (ħ/2)⁴ |Φ₀₁₂₃|² / (ω₀ω₁ω₂ω₃) × (Bose factors).

The golden rule multiplies this by (2π/ħ) δ(ħΔω) = (2π/ħ²) δ(Δω), where Δω is the frequency mismatch. Since (2π/ħ²)(ħ/2)⁴ = πħ²/8,

1/τ₄ = (πħ²/8) Σ c |Φ₀₁₂₃|² W₄ δ(Δω) / (ω₀ω₁ω₂ω₃).

The sum runs over ordered triples 1, 2, 3, and c removes double counting:

- splitting, 0 → 1+2+3: c = 1/6, because all three products can be permuted;
- redistribution, 0+1 → 2+3: c = 1/2, because the two products can be swapped;
- recombination, 0+1+2 → 3: c = 1/2, because the two absorbed partners can be swapped.

W₄ is what remains of the Bose factors when n₀ is disturbed and the other modes stay in equilibrium. This is the single-mode relaxation-time approximation.

**Why T³ cancels**

For splitting, the net loss from mode 0 is proportional to

n₀(1+n₁)(1+n₂)(1+n₃) − (1+n₀)n₁n₂n₃.

Its derivative with respect to n₀ is

W₄ = (1+n₁)(1+n₂)(1+n₃) − n₁n₂n₃.

With x = ħω/k_BT, the equilibrium occupations can be written as

n = e^(−x/2) / [2 sinh(x/2)]

1+n = e^(x/2) / [2 sinh(x/2)]

Both products in W₄ then have the same denominator, 8 sinh(x₁/2) sinh(x₂/2) sinh(x₃/2). The numerator is e^(s/2) − e^(−s/2), with s = x₁+x₂+x₃. Energy conservation makes s = x₀, so

W₄ = sinh(x₀/2) / [4 sinh(x₁/2) sinh(x₂/2) sinh(x₃/2)].

Absorbing a partner exchanges n and 1+n for that mode, which reverses the sign of its x in s. Redistribution gives s = −x₁+x₂+x₃ and recombination gives s = −x₁−x₂+x₃. Energy conservation again makes each equal to x₀, so all three channels share this W₄.

Now use sinh(x/2) = (x/2)(1 + x²/24 + …):

W₄ = [x₀/(x₁x₂x₃)] [1 + (x₀² − x₁² − x₂² − x₃²)/24 + …].

One x upstairs and three downstairs leave T². The first correction is smaller by a factor of order 1/T². The classical limit requires k_BT to exceed ħω for the modes involved. Putting the leading term, (k_BT/ħ)² ω₀/(ω₁ω₂ω₃), into the rate cancels ħ and ω₀:

1/τ₄ = [π(k_BT)²/8] Σ c |Φ₀₁₂₃|² δ(Δω) / (ω₁ω₂ω₃)².

At fixed ω and Φ, everything except the prefactor is independent of temperature. This is the T² law.

For three phonons the prefactor is (2π/ħ²)(ħ/2)³ = πħ/4. The same algebra gives W₃ = sinh(x₀/2)/[2 sinh(x₁/2) sinh(x₂/2)], which tends to x₀/(x₁x₂). Hence

1/τ₃ = (πk_BT/4) Σ c₃ |Φ₀₁₂|² δ(Δω) / (ω₁ω₂)²,

with c₃ = 1/2 for splitting and 1 for absorption. This rate is linear in T.

**The same law from classical mechanics**

Set Q = √(k_BT) q. For one representative coordinate, the equation of motion becomes

q̈ = −ω²q − √(k_BT) Φ₃q²/2 − k_BT Φ₄q³/6.

The thermal distribution of q in the harmonic crystal no longer depends on T. The effective cubic coupling grows as √T and the quartic one as T. Rates quadratic in these couplings grow as T and T².

The scaling also shows a limit of interpretation. Terms of order Φ₃⁴ and Φ₃²Φ₄ are of order T² as well. A measured T² coefficient therefore cannot be assigned to the bare quartic coupling from κ(T) alone.

**From rates to κ**

In a temperature gradient, the relaxation-time equation gives δn = −τv_z (∂n/∂T)(dT/dz). Multiplying by the energy ħω and the velocity v_z, summing over modes and averaging v_z² to v²/3 gives

κ = (1/3V) Σ C v² τ.

Classically C = k_B for each mode. Write 1/τ = aT + bT² = aT(1+rT), with r = b/a. Then

κT = A⟨1/(1+rT)⟩

A = Σ k_Bv²/(3Va)

where the average weights each mode by its share of A.

If r is the same for all modes, then

1/(κT) = (1/A)(1+rT),

and your straight line is right. The local exponent −d ln κ/d ln T is then 1 + rT/(1+rT), which runs from 1 to 2.

If r varies, let u = 1/(1+rT) and F = ⟨u⟩. Then F′ = −⟨ru²⟩ and F″ = 2⟨r²u³⟩, so

(1/F)″ = (2F′² − FF″)/F³ = 2[⟨ru²⟩² − ⟨u⟩⟨r²u³⟩]/F³ ≤ 0.

The inequality is Cauchy–Schwarz applied to √u and r√(u³). The curve 1/(κT) starts with relative slope ⟨r⟩ and bends downward. A line fitted at finite T therefore underestimates ⟨r⟩.

**A germanium-like example**

Take a Debye model of the acoustic phonons with rough germanium values: n = 2.2×10²⁸ cells/m³ and v = 3.6 km/s. The Debye frequency ω_D = v(6π²n)^(1/3) is 39.3 rad/ps, equivalent to 300 K. With y = ω/ω_D and T₀ = 300 K, choose

1/τ = Γ₃y²(T/T₀) + Γ₄y⁴(T/T₀)²

Γ₃ = 0.18 ps⁻¹, Γ₄ = 0.054 ps⁻¹.

The powers of y are model assumptions. There are 3n modes per volume, distributed as 3y²dy, so

κ = nk_Bv² ∫₀¹ 3y² τ dy = (A/T) ∫₀¹ dy/(1+zy²) = (A/T) arctan(√z)/√z

z = Γ₄T/(Γ₃T₀)

A = 3nk_Bv²T₀/Γ₃ = 1.968×10⁴ W/m.

Here r = (10⁻³ K⁻¹)y², and the weight is uniform in y, so ⟨r⟩ = 3.33×10⁻⁴ K⁻¹. At 300 K, z = 0.3 and

κ = 65.6 × 0.915 = 60.0 W/(m K).

At 700 K, z = 0.7 and κ = 28.1 × 0.833 = 23.4 W/(m K). Four-phonon scattering lowers κ by 8.5% and 16.7% respectively, relative to three-phonon scattering alone.

Differentiating ln κ, with d ln √z/d ln T = 1/2, gives the local exponent

−d ln κ/d ln T = 3/2 − √z/[2(1+z) arctan √z].

It is 1.08 at 300 K and 1.15 at 700 K. For large z it tends to 3/2, not 2, because modes with zy² < 1 are still limited by three-phonon scattering.

**What the fit returns**

Fit 1/(κT) = α + βT to five points from 300 to 700 K:

- The line misses the points by at most 0.09%, yet β/α = 2.66×10⁻⁴ K⁻¹, which is 20% below ⟨r⟩. A small residual does not make the slope equal to ⟨r⟩.
- A single power law over the window gives κ ∝ T^(−1.11).
- If the four-phonon rate goes as y² instead, with the same ⟨r⟩, then r is uniform. The line returns 3.33×10⁻⁴ K⁻¹ and the power law gives 1.13.
- The arctan law recovers A and r(y=1) = 10⁻³ K⁻¹, as it should for noise-free data generated by that law. With real data, the frequency dependence of r would have to come from elsewhere.

**Is 300 K classical enough?**

I estimated the quantum corrections by summing all channels over a Debye spectrum without momentum selection, taking |Φ|² proportional to the product of the squared frequencies of the modes involved, as for long acoustic waves. This coupling does not reproduce the powers of y chosen above, so only the ratios of quantum to classical rates are carried over to κ. At y = 0.5 and 300 K, the four-phonon rate is 5.7% below its classical value and its local exponent is 2.12. At 700 K these become 1.1% and 2.02.

For κ much of this cancels. At y = 0.5 and 300 K the heat capacity is about 2% below k_B, while the three-phonon rate is 2.9% below its classical value. With quantum factors included, κ(300 K) is 60.3 instead of 60.0 W/(m K), and β/α is 2.75×10⁻⁴ K⁻¹. With three-phonon scattering alone, the false slope is only −0.04×10⁻⁴ K⁻¹.

Channels that involve optical phonons can deviate more. Take a phonon of 130 K (ħω/k_B) that relaxes by merging with one of 300 K into an optical phonon of 430 K. Its weight W₃ at T = 300 K is 11% below the classical value.

**Setting the model beside real germanium**

The size of κ at 300 K was chosen to match germanium roughly. The four-phonon share was chosen too, so it is not a prediction. The model omits optical branches and the direction dependence of the spectrum. Three further effects can be sized.

*Mass disorder.* At frequency ω, relative mass deviations δ act as the perturbation −½ω² Σ δ Q², where the sum is over sites and Q is the mass-weighted displacement. The golden rule gives

1/τ_m = (π/2) g ω² (1/N) Σ |e·e′|² δ(ω−ω′),

where g is the variance of δ per cell and e, e′ are polarization vectors. The Bose weight is (1+n′) − n′ = 1, so this rate does not depend on T. Isotropy gives |e·e′|² → 1/3, and the Debye density of states per cell is 9ω²/ω_D³. Hence 1/τ_m = (3π/2) g ω⁴/ω_D³.

A rough atomic variance of 6×10⁻⁴ is halved for two atoms moving together, which gives 0.056 ps⁻¹ at ω_D. In the classical model κ(300 K) drops to 55.7 W/(m K), and β/α falls from 2.66 to 1.27×10⁻⁴ K⁻¹. Disorder thus hides about half of the slope from a fit that ignores it.

*Softening.* Scale all frequencies by s at fixed cubic constants. The three-phonon rate goes as s⁻⁴ from its denominator and s⁻¹ from the delta function. With v² ∝ s², the κ set by three-phonon scattering, which dominates here, goes as s⁷. A rough Grüneisen number of 1 and a volume expansion of 1.8×10⁻⁵ K⁻¹ give s = 0.9928 between 300 and 700 K, and κ falls by 4.9%. That raises 1/(κT) by about 5%, while its whole rise in the classical model is 10%. Fixed cubic constants make this a high estimate of the part due to expansion, because expansion usually weakens them too. For a Morse bond, Φ₃² falls as about s^3.1, which leaves κ ∝ s^3.9 and a fall of 2.8%. On these rough numbers, softening from expansion alone would raise 1/(κT) by about a quarter to a half as much as four-phonon scattering alone does. This is not an upper bound on softening: anharmonicity also shifts frequencies at fixed volume, at the same order in T, and that shift is left out here. The result is sensitive to it. A total softening of 2% would, by the same powers of s, raise 1/(κT) by 8 to 15%, as much as the whole four-phonon rise in the model. For a real crystal, s should be taken from measured frequencies or elastic constants.

*Electrons and holes.* At zero electric current, they carry heat in proportion to the conductivity-weighted variance of their energy E:

κ_e = (σ/e²T)(⟨E²⟩ − ⟨E⟩²).

For nondegenerate carriers scattered by acoustic phonons, the weight is εe^(−ε/k_BT), with ε measured from the band edge. Each band has mean 2k_BT and variance 2(k_BT)², and the two means lie E_g + 4k_BT apart. Therefore

κ_e = (k_B/e)² T [2σ + (σ_nσ_p/σ)(E_g/k_BT + 4)²].

At 700 K, take the rough values E_g = 0.5 eV, 5×10¹⁷ carriers of each sign per cm³, and mobilities of 1000 and 250 cm²/Vs. The result is 1.4 W/(m K), or 5.8% of the phonon part. It works against the four-phonon reduction.

The golden rule itself is not strained in this model: at ω_D and 700 K the scattering rate is 1.8% of the frequency.

So the T² law is sound under its stated conditions, but the slope of 1/(κT) measures four-phonon scattering only after disorder, softening and carrier heat have been accounted for. Even then it gives an effective T² coefficient, lowered by the spread of r. The remaining values are in the numerical output below.

Calculated quantities

```
Cell density (rough input): 2.20e+28 1/m^3
Sound speed (rough input): 3.60 km/s
Debye frequency: 39.32 rad/ps; temperature 300.3 K
Gamma3, Gamma4 (chosen): 0.180, 0.054 1/ps
A = 1.9683e+04 W/m; r at y=1: 1.000e-03 1/K
Mean r = initial relative slope: 3.3333e-04 1/K
T=300 K, y=0.5: rate exponents in T, three-phonon 1.0582, four-phonon 2.1172
  quantum/classical rate: three-phonon 0.9711, four-phonon 0.9427
T=700 K, y=0.5: rate exponents in T, three-phonon 1.0108, four-phonon 2.0218
  quantum/classical rate: three-phonon 0.9946, four-phonon 0.9891
Columns: T (K); kappa classical, three-phonon only, quantum, with mass disorder (W/(m K)); 1/(kappa T) classical (1e-5 m/W)
  300  60.02  65.61  60.32  55.71  5.5534
  400  43.88  49.21  44.04  41.58  5.6979
  500  34.26  39.37  34.37  32.88  5.8370
  600  27.91  32.80  27.98  27.01  5.9713
  700  23.41  28.12  23.46  22.79  6.1013
Four-phonon reduction of kappa: 8.51 % at 300 K, 16.73 % at 700 K
Local exponent of 1/kappa: 1.0796 at 300 K, 1.1468 at 700 K
True intercept 1/A: 5.0806 e-5 m/W
Fits, 300-700 K: alpha (1e-5 m/W); beta/alpha (1e-4 1/K); power-law exponent; largest line misfit (%)
  classical, four-phonon ~ w^4: 5.1476; 2.6599; 1.1107; 0.089
  classical, four-phonon ~ w^2: 5.0806; 3.3333; 1.1344; 0.000
  quantum, three and four: 5.1107; 2.7510; 1.1141; 0.119
  quantum, three only: 5.0975; -0.0414; 0.9980; 0.019
  classical with mass disorder: 5.7401; 1.2653; 1.0544; 0.418
Arctan fit, classical data: A=1.9683e+04 W/m, r=1.0000e-03 1/K
Atomic mass variance (rough input): 6.0e-04; disorder rate at y=1: 0.0556 1/ps
Gruneisen number 1.0, volume expansion 1.8e-05 1/K (rough inputs)
Frequency softening 300 to 700 K: -0.72 %; change of kappa: -4.93 %
Carrier inputs at 700 K (rough): gap 0.50 eV, density 5.0e+17 1/cm^3, mobilities 1000, 250 cm2/Vs
Electron-hole heat conduction at 700 K: 1.362 W/(m K), 5.82 % of the phonon part
Linewidth/frequency at y=1, 700 K: 0.0182
Channel 130 K + 300 K -> 430 K optical phonon: quantum/classical weight at 300 K 0.8890
```
